# Statistical Error of a Green–Kubo Thermal Conductivity from One Trajectory: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: the Green-Kubo integral of a zero-mean Gaussian heat flux,
cut off at t_c and estimated from one trajectory of length T, has relative
standard deviation 2*sqrt(t_c/T) when memory time tau << t_c << T.

Symbols: C(t) = C0*exp(-|t|/tau) is the flux correlation function;
I = C0*tau is its full one-sided integral; x = t_c/tau.
kappa = volume/(kB*temperature^2) * I is one conductivity component.
Times are in ps; C0 = 1 in all statistical tests, since it cancels in ratios.
"""
import numpy as np
from scipy.constants import k as k_boltzmann
from scipy.integrate import quad, dblquad
from scipy.linalg import toeplitz, matmul_toeplitz
from scipy.signal import lfilter


def simple_error(cutoff, length):
    return 2.0 * np.sqrt(cutoff / length)


def model_error(tau, cutoff, length):
    """Standard deviation divided by the full integral, long trajectory."""
    x = cutoff / tau
    bracket = 4*x - 3 + (3 + 2*x)*np.exp(-2*x)
    return np.sqrt(tau / length * bracket)


def pair_overlap(s):
    """Integral of C(u)C(u+s) over u, for tau = C0 = 1."""
    return (1 + abs(s)) * np.exp(-abs(s))


# Pair overlap from its definition by quadrature.
for shift in (0.4, 1.3, 3.0):
    direct = quad(lambda u: np.exp(-abs(u) - abs(u + shift)),
                  -40, 40, points=[-shift, 0], limit=200)[0]
    assert abs(direct - pair_overlap(shift)) < 1e-7

# Double time integral of both Gaussian pairings against the closed form.
for x in (0.5, 2.0, 20.0):
    direct = dblquad(
        lambda b, a: 2*(pair_overlap(a - b) + pair_overlap(a + b)),
        0, x, lambda a: 0.0, lambda a: a)[0]
    assert abs(direct / model_error(1.0, x, 1.0)**2 - 1) < 1e-6


def exact_statistics(tau, cutoff, length, dt):
    """Exact Gaussian statistics of the sampled quadratic estimator.

    Returns mean, standard deviation, and mean shift caused by subtracting
    the sample mean of the flux. Lags use trapezoidal integration.
    """
    n = int(round(length / dt))
    last = int(round(cutoff / dt))
    column = np.zeros(n)
    column[:last + 1] = 0.5 * dt / (n - np.arange(last + 1))
    column[last] *= 0.5
    covariance = toeplitz(np.exp(-np.arange(n) * dt / tau))
    product = np.empty((n, n))
    for start in range(0, n, 500):
        block = slice(start, start + 500)
        product[:, block] = matmul_toeplitz(column, covariance[:, block])
    mean = np.trace(product)
    deviation = np.sqrt(2 * np.einsum('ij,ji->', product, product))
    weight_sum = n*column[0] + 2*np.sum((n - np.arange(1, n))*column[1:])
    shift = (-2*product.sum()/n + weight_sum*covariance.sum()/n**2)
    return mean, deviation, shift


tau, cutoff, length, dt = 5.0, 100.0, 10000.0, 2.5
cases = [(50.0, length), (cutoff, length), (200.0, length),
         (cutoff, 5000.0)]
table = []
for case_cutoff, case_length in cases:
    mean, deviation, shift = exact_statistics(
        tau, case_cutoff, case_length, dt)
    exact_relative = deviation / mean
    predicted = model_error(tau, case_cutoff, case_length)
    # Allowance: finite trajectory length and time sampling, below 1.5 %.
    assert abs(exact_relative / predicted - 1) < 0.015
    # The simple rule omits a relative variance term 3*tau/(4*t_c).
    assert abs(exact_relative / simple_error(case_cutoff, case_length)
               - 1) < 0.05
    table.append((case_cutoff, case_length, exact_relative,
                  predicted, simple_error(case_cutoff, case_length)))
    if (case_cutoff, case_length) == (cutoff, length):
        main_exact = exact_relative
        mean_shift = shift / mean
assert abs(mean_shift / (-2*cutoff/length) - 1) < 0.03
assert abs(main_exact - 0.20) < 0.01

# Slow memory: truncation bias and noise, both relative to the full integral.
slow_tau = 50.0
slow_mean, slow_deviation, _ = exact_statistics(
    slow_tau, cutoff, length, dt)
slow_mean /= slow_tau
slow_deviation /= slow_tau
assert abs(slow_mean - (1 - np.exp(-cutoff/slow_tau))) < 0.002
assert abs(slow_deviation / model_error(slow_tau, cutoff, length) - 1) < 0.02

# Random Gaussian trajectories, started in the stationary distribution.
rng = np.random.default_rng(2718)
runs, samples = 3000, int(length / dt)
memory = np.exp(-dt / tau)
noise = rng.standard_normal((runs, samples))
noise[:, 1:] *= np.sqrt(1 - memory**2)
flux = lfilter([1.0], [1.0, -memory], noise, axis=1)
del noise
last_lag = int(cutoff / dt)
estimates = np.zeros(runs)
for lag in range(last_lag + 1):
    weight = 0.5 if lag in (0, last_lag) else 1.0
    products = np.einsum('ij,ij->i', flux[:, :samples-lag], flux[:, lag:])
    estimates += weight * dt * products / (samples - lag)
sample_mean = estimates.mean()
sample_error = estimates.std(ddof=1) / sample_mean
within_one = np.mean(abs(estimates - sample_mean) < estimates.std(ddof=1))
triples = estimates.reshape(-1, 3).mean(axis=1)
triple_error = triples.std(ddof=1) / sample_mean
# Sampling errors of these spreads are about 1.3 % and 2.2 %.
assert abs(sample_error / main_exact - 1) < 0.06
assert abs(triple_error / (main_exact/np.sqrt(3)) - 1) < 0.10
assert 0.64 < within_one < 0.73

# Worked conductivity example with round model parameters.
volume_nm3, temperature, flux_rms = 50.0, 300.0, 7.0e9
kappa = (volume_nm3*1e-27 * flux_rms**2 * tau*1e-12
         / (k_boltzmann * temperature**2))
rule = simple_error(cutoff, length)
model = model_error(tau, cutoff, length)
target = 0.05
needed_ns = 4 * cutoff / target**2 / 1000
assert abs(simple_error(cutoff, needed_ns*1000) - target) < 1e-12

print(f"Volume: {volume_nm3:.0f} nm^3")
print(f"Temperature: {temperature:.0f} K")
print(f"RMS flux density: {flux_rms/1e9:.1f} GW/m^2")
print(f"Memory time tau: {tau:.0f} ps")
print(f"Cutoff t_c: {cutoff:.0f} ps")
print(f"Trajectory length T: {length/1000:.0f} ns")
print(f"Ratio t_c/T: {cutoff/length:.4f}")
print(f"Ratio t_c/tau: {cutoff/tau:.0f}")
print(f"Conductivity kappa: {kappa:.2f} W/(m K)")
print(f"Relative error, simple rule: {100*rule:.2f} %")
print(f"Relative error, exponential model: {100*model:.2f} %")
print(f"Relative error, exact sampled estimator: {100*main_exact:.2f} %")
print(f"Standard deviation, simple rule: {kappa*rule:.2f} W/(m K)")
print(f"Standard deviation, model: {kappa*model:.2f} W/(m K)")
print(f"Truncation bias, tau = 5 ps: {-100*np.exp(-cutoff/tau):.1e} %")
print(f"Mean-subtraction bias, exact: {100*mean_shift:.2f} %")
print(f"Mean-subtraction bias, rule: {-200*cutoff/length:.2f} %")
print(f"Target error: {100*target:.0f} %")
print(f"Length needed for target: {needed_ns:.0f} ns")
print(f"Three-component error, rule: {100*rule/np.sqrt(3):.2f} %")
print("Cutoff ps, length ns: exact %, model %, simple rule %")
for c, t, e, m, s in table:
    print(f"  {c:.0f}, {t/1000:.0f}: {100*e:.2f}, {100*m:.2f}, {100*s:.2f}")
print(f"Random trajectories: {runs}")
print(f"Sampling step: {dt:.1f} ps")
print(f"Relative error, random trajectories: {100*sample_error:.1f} %")
print(f"Fraction within one standard deviation: {within_one:.3f}")
print(f"Three-component error, random runs: {100*triple_error:.1f} %")
print(f"Slow memory time: {slow_tau:.0f} ps")
print(f"Slow case, truncation bias: {100*(slow_mean-1):.1f} %")
print(f"Slow case, noise / full integral: {100*slow_deviation:.1f} %")
print(f"Slow case, noise / truncated mean: "
      f"{100*slow_deviation/slow_mean:.1f} %")
print("success")
```

It runs past its time limit of 60 s. Output so far:

```
Killed
```

Diagnosis: The run was killed before it printed anything; the likeliest cause is the program's use of dense 4000 by 4000 matrices for several cases, together with all random trajectories held in memory at once, which is heavy in both memory and time. The exact variance is now a short sum over pairs of lags and time separations, the mean-subtraction bias comes from running sums, and the trajectories are made in small batches. The tested quantities, cases and tolerances are unchanged, but the exact variance now relies explicitly on the Gaussian pair formula, which the random trajectories check independently.

The change:

```diff
@@ -12,5 +12,4 @@
 from scipy.constants import k as k_boltzmann
 from scipy.integrate import quad, dblquad
-from scipy.linalg import toeplitz, matmul_toeplitz
 from scipy.signal import lfilter
 
@@ -47,24 +46,44 @@
 
 def exact_statistics(tau, cutoff, length, dt):
-    """Exact Gaussian statistics of the sampled quadratic estimator.
+    """Gaussian statistics of the estimator for a finite sampled trajectory.
 
     Returns mean, standard deviation, and mean shift caused by subtracting
     the sample mean of the flux. Lags use trapezoidal integration.
+    Separations are dropped only where correlations are below exp(-40).
     """
     n = int(round(length / dt))
     last = int(round(cutoff / dt))
-    column = np.zeros(n)
-    column[:last + 1] = 0.5 * dt / (n - np.arange(last + 1))
-    column[last] *= 0.5
-    covariance = toeplitz(np.exp(-np.arange(n) * dt / tau))
-    product = np.empty((n, n))
-    for start in range(0, n, 500):
-        block = slice(start, start + 500)
-        product[:, block] = matmul_toeplitz(column, covariance[:, block])
-    mean = np.trace(product)
-    deviation = np.sqrt(2 * np.einsum('ij,ji->', product, product))
-    weight_sum = n*column[0] + 2*np.sum((n - np.arange(1, n))*column[1:])
-    shift = (-2*product.sum()/n + weight_sum*covariance.sum()/n**2)
-    return mean, deviation, shift
+    lags = np.arange(last + 1)
+    weights = np.full(last + 1, dt)
+    weights[[0, -1]] *= 0.5
+
+    def correlation(steps):
+        return np.exp(-np.abs(steps) * dt / tau)
+
+    mean = np.sum(weights * correlation(lags))
+    reach = min(n - 1, last + int(np.ceil(40 * tau / dt)))
+    separation = np.arange(-reach, reach + 1)[None, :]
+    other = lags[:, None]
+    variance = 0.0
+    for lag in lags:
+        # Number of pairs of time origins with each separation.
+        count = (np.minimum(n - lag, n - other + separation)
+                 - np.maximum(0, separation))
+        count = np.maximum(count, 0)
+        pairings = (correlation(separation)
+                    * correlation(separation + lag - other)
+                    + correlation(separation + lag)
+                    * correlation(separation - other))
+        covariance = np.sum(count * pairings, axis=1)
+        covariance /= (n - lag) * (n - lags)
+        variance += weights[lag] * np.sum(weights * covariance)
+
+    # Covariance of each flux sample with the sample mean.
+    partial = np.cumsum(correlation(np.arange(n)))
+    with_mean = (partial + partial[::-1] - 1) / n
+    mean_variance = with_mean.mean()
+    shift = sum(weights[lag] * (mean_variance - with_mean[:n-lag].mean()
+                                - with_mean[lag:].mean()) for lag in lags)
+    return mean, np.sqrt(variance), shift
 
 
@@ -102,16 +121,18 @@
 # Random Gaussian trajectories, started in the stationary distribution.
 rng = np.random.default_rng(2718)
-runs, samples = 3000, int(length / dt)
+runs, batch, samples = 3000, 100, int(length / dt)
 memory = np.exp(-dt / tau)
-noise = rng.standard_normal((runs, samples))
-noise[:, 1:] *= np.sqrt(1 - memory**2)
-flux = lfilter([1.0], [1.0, -memory], noise, axis=1)
-del noise
 last_lag = int(cutoff / dt)
 estimates = np.zeros(runs)
-for lag in range(last_lag + 1):
-    weight = 0.5 if lag in (0, last_lag) else 1.0
-    products = np.einsum('ij,ij->i', flux[:, :samples-lag], flux[:, lag:])
-    estimates += weight * dt * products / (samples - lag)
+for start in range(0, runs, batch):
+    noise = rng.standard_normal((batch, samples))
+    noise[:, 1:] *= np.sqrt(1 - memory**2)
+    flux = lfilter([1.0], [1.0, -memory], noise, axis=1)
+    for lag in range(last_lag + 1):
+        weight = 0.5 if lag in (0, last_lag) else 1.0
+        products = np.einsum('ij,ij->i', flux[:, :samples-lag],
+                             flux[:, lag:])
+        estimates[start:start+batch] += (
+            weight * dt * products / (samples - lag))
 sample_mean = estimates.mean()
 sample_error = estimates.std(ddof=1) / sample_mean
```

The mended program passes:

```
Volume: 50 nm^3
Temperature: 300 K
RMS flux density: 7.0 GW/m^2
Memory time tau: 5 ps
Cutoff t_c: 100 ps
Trajectory length T: 10 ns
Ratio t_c/T: 0.0100
Ratio t_c/tau: 20
Conductivity kappa: 9.86 W/(m K)
Relative error, simple rule: 20.00 %
Relative error, exponential model: 19.62 %
Relative error, exact sampled estimator: 19.66 %
Standard deviation, simple rule: 1.97 W/(m K)
Standard deviation, model: 1.93 W/(m K)
Truncation bias, tau = 5 ps: -2.1e-07 %
Mean-subtraction bias, exact: -2.00 %
Mean-subtraction bias, rule: -2.00 %
Target error: 5 %
Length needed for target: 160 ns
Three-component error, rule: 11.55 %
Cutoff ps, length ns: exact %, model %, simple rule %
  50, 10: 13.61, 13.60, 14.14
  100, 10: 19.66, 19.62, 20.00
  200, 10: 28.15, 28.02, 28.28
  100, 5: 27.87, 27.75, 28.28
Random trajectories: 3000
Sampling step: 2.5 ps
Relative error, random trajectories: 19.6 %
Fraction within one standard deviation: 0.688
Three-component error, random runs: 11.2 %
Slow memory time: 50 ps
Slow case, truncation bias: -13.5 %
Slow case, noise / full integral: 16.0 %
Slow case, noise / truncated mean: 18.5 %
success
```
